\section*{Gauge origin, sum rules and London orbitals in finite-basis magnetizabilities}

\section*{The observation}

\textbf{Q.} I am shown a calculated magnetizability of H$_2^+$ that changes from $-0.50$ to $-6.75$ atomic units when the gauge origin is moved by five bohr. The field is the same, so how can the answer change?

\textbf{A.} The physical answer cannot, but an approximate one can. Let me fix the quantities. In atomic units, with clamped nuclei and a uniform field $\mathbf B=B\mathbf b$, $|\mathbf b|=1$, the electrons have
\begin{equation}
H_O=\sum_i\tfrac12\left[\mathbf p_i+\mathbf A_O(\mathbf r_i)\right]^2+V,\qquad
\mathbf A_O(\mathbf r)=\tfrac12\mathbf B\times(\mathbf r-\mathbf O).
\end{equation}
The plus sign is due to the electron's charge $-1$. The potential $V$ is local and includes the electron repulsion. I omit the spin Zeeman energy and assume a real, non-degenerate spatial ground state at $B=0$. The magnetizability $\xi$ along $\mathbf b$ is defined by $E(B)=E_0-\frac12\xi B^2+\dots$. The vector $\mathbf O$ only selects one of many potentials with the same curl.

\textbf{Q.} Where does $\mathbf O$ enter $\xi$?

\textbf{A.} In two places. Since $\nabla\cdot\mathbf A_O=0$, the cross term in the square is $\mathbf A_O\cdot\mathbf p=\frac12\mathbf B\cdot[(\mathbf r-\mathbf O)\times\mathbf p]$. With $\mathbf L_O=\sum_i(\mathbf r_i-\mathbf O)\times\mathbf p_i$,
\begin{equation}
H_O=H+\tfrac12B\,\mathbf b\cdot\mathbf L_O+\tfrac18B^2\sum_i[\mathbf b\times(\mathbf r_i-\mathbf O)]^2 .
\end{equation}
The linear term has zero expectation value in a real state. Second-order perturbation theory gives the $B^2$ energy coefficient as $\frac18\langle\cdots\rangle-\frac14\sum_n|\cdots|^2/\Delta_n$, where $\Delta_n=E_n-E_0$ and $n\neq0$. Multiplying by $-2$,
\begin{align}
\xi^{\rm d}&=-\tfrac14\Big\langle\sum_i[\mathbf b\times(\mathbf r_i-\mathbf O)]^2\Big\rangle,\\
\xi^{\rm p}&=\tfrac12\sum_n\frac{|\langle n|\mathbf b\cdot\mathbf L_O|0\rangle|^2}{\Delta_n}.
\end{align}
The diamagnetic part needs only the ground-state density. The paramagnetic part needs the response of the wavefunction.

\section*{The shifts of the two parts}

\textbf{Q.} What happens to each part when the origin moves?

\textbf{A.} Replace $\mathbf O$ by $\mathbf O+\mathbf D$ and define $\mathbf g=\mathbf b\times\mathbf D$. Each vector $\mathbf b\times(\mathbf r_i-\mathbf O)$ loses $\mathbf g$. Expanding the square for $N$ electrons,
\begin{equation}
\Delta\xi^{\rm d}=-\tfrac14Ng^2+\tfrac12\mathbf g\cdot\mathbf d,
\qquad \mathbf d=\Big\langle\sum_i\mathbf b\times(\mathbf r_i-\mathbf O)\Big\rangle .
\end{equation}
With $\mathbf P=\sum_i\mathbf p_i$, the angular momentum changes by $-\mathbf b\cdot(\mathbf D\times\mathbf P)=-\mathbf g\cdot\mathbf P$. Hence
\begin{equation}
\Delta\xi^{\rm p}=\tfrac12\sum_n\frac{|\langle n|\mathbf g\cdot\mathbf P|0\rangle|^2
-2\,{\rm Re}\,\langle0|\mathbf b\cdot\mathbf L_O|n\rangle\langle n|\mathbf g\cdot\mathbf P|0\rangle}{\Delta_n}.
\end{equation}

\textbf{Q.} One shift is an average and the other a sum over excited states. Why should they cancel?

\textbf{A.} For exact states, momentum and position matrix elements are tied together. With $\mathbf R=\sum_i\mathbf r_i$ and local $V$, only the kinetic energy fails to commute with $\mathbf R$, and $i[H,\mathbf g\cdot\mathbf R]=\mathbf g\cdot\mathbf P$. Taking the element between eigenstates,
\begin{equation}
\langle n|\mathbf g\cdot\mathbf P|0\rangle=i\Delta_n\langle n|\mathbf g\cdot\mathbf R|0\rangle .
\label{hyper}
\end{equation}
Use this for one factor of the quadratic sum. The denominator cancels, and completeness removes the sum; the missing $n=0$ term vanishes because $\langle\mathbf P\rangle=0$:
\begin{equation}
2\sum_n\frac{|\langle n|\mathbf g\cdot\mathbf P|0\rangle|^2}{\Delta_n}
=2i\langle(\mathbf g\cdot\mathbf P)(\mathbf g\cdot\mathbf R)\rangle .
\end{equation}
The left side is real, so the right side equals its average with its complex conjugate:
\begin{equation}
i\langle[\mathbf g\cdot\mathbf P,\mathbf g\cdot\mathbf R]\rangle=i(-iNg^2)=Ng^2 .
\label{quad}
\end{equation}
The cross term goes the same way, now with $\langle\mathbf b\cdot\mathbf L_O\rangle=0$. Writing $\mathbf b\cdot\mathbf L_O=\sum_i[\mathbf b\times(\mathbf r_i-\mathbf O)]\cdot\mathbf p_i$ and using $[\mathbf p_i,\mathbf g\cdot\mathbf r_i]=-i\mathbf g$,
\begin{equation}
{\rm Re}\sum_n\frac{\langle0|\mathbf b\cdot\mathbf L_O|n\rangle\langle n|\mathbf g\cdot\mathbf P|0\rangle}{\Delta_n}
=\tfrac i2\langle[\mathbf b\cdot\mathbf L_O,\mathbf g\cdot\mathbf R]\rangle=\tfrac12\mathbf g\cdot\mathbf d .
\label{lin}
\end{equation}
Therefore $\Delta\xi^{\rm p}=\frac14Ng^2-\frac12\mathbf g\cdot\mathbf d=-\Delta\xi^{\rm d}$.

\section*{What a finite basis loses}

\textbf{Q.} Which of these steps fails in a basis calculation?

\textbf{A.} Both ingredients fail in general. For one electron, let $\Pi$ project onto a fixed basis and $\bar\Pi=1-\Pi$. The calculated states are eigenvectors of $\Pi H\Pi$. The completeness step drops $\langle0|\mathbf g\cdot\mathbf p\,\bar\Pi\,\mathbf g\cdot\mathbf r|0\rangle$, which is nonzero when $\mathbf g\cdot\mathbf r\,\psi_0$ and $\mathbf g\cdot\mathbf p\,\psi_0$ have overlapping parts outside the basis. Equation (\ref{hyper}) also changes. Inserting $\Pi+\bar\Pi$ next to $H$ in the commutator gives
\begin{equation}
\langle n|\mathbf g\cdot\mathbf p|0\rangle=i\Delta_n\langle n|\mathbf g\cdot\mathbf r|0\rangle
+i\langle n|H\bar\Pi\,\mathbf g\cdot\mathbf r|0\rangle-i\langle n|\mathbf g\cdot\mathbf r\,\bar\Pi H|0\rangle .
\end{equation}
The last term vanishes if $\psi_0$ is an exact eigenstate; the one before it vanishes if $\mathbf g\cdot\mathbf r\,\psi_0$ lies in the basis.

Two numbers separate the failures. For a unit vector along $\mathbf g$, define
\begin{equation}
T=2\sum_n\frac{|\langle n|p_g|0\rangle|^2}{\Delta_n},\qquad
M=2\,{\rm Re}\;i\sum_n\langle0|p_g|n\rangle\langle n|r_g|0\rangle .
\end{equation}
Both are 1 for exact states. In $1-T=(1-M)+(M-T)$, the first bracket measures lost completeness and the second the broken commutator relation.

\textbf{Q.} How does that become an error in $\xi$ for H$_2^+$?

\textbf{A.} Put the bond along $z$, the field along $x$, and the first origin at the midpoint. Inversion symmetry removes the linear terms: $\mathbf d=0$, and no state $n$ can couple to the ground state through both the even operator $\mathbf L$ and the odd operator $\mathbf p$. What remains is
\begin{equation}
\xi(\mathbf D)=\xi(0)-\tfrac14|\mathbf b\times\mathbf D|^2(1-T).
\label{parabola}
\end{equation}
The diamagnetic shift has its full size, because it needs only a normalized density. The paramagnetic compensation has the fraction $T$ of its proper size.

\section*{The numbers}

\textbf{Q.} Does this account for the $-6.75$?

\textbf{A.} Yes. The bond length is $2\,a_0$, and that calculation has six $s$ Gaussians on each proton. A shift along $z$ makes $\mathbf g$ point along $-y$. All the functions are even in $y$, whereas $p_y\psi_0$ is odd, so $T_y=0$. With $|\mathbf D|=5\,a_0$, equation (\ref{parabola}) gives
\begin{equation}
-0.5016-\tfrac{25}{4}(1-0)=-6.7516 .
\end{equation}
A shift along $y$ probes $T_z=0.7115$ instead, since combinations of $s$ functions on the two protons can respond along the bond. The result is $-0.5016-6.25\times0.2885=-2.305$. Of the deficit $0.2885$, lost completeness contributes $1-M_z=0.0892$ and the commutator $M_z-T_z=0.1993$.

\textbf{Q.} So I should add $p$ functions?

\textbf{A.} They supply much of what is missing, because $y$ times an $s$ Gaussian is a $p_y$ Gaussian of the same exponent. Here the $p$ and $d$ functions are built as differences of slightly displaced $s$ Gaussians, which approximates the usual shapes closely: true Cartesian functions change the entries below by at most $0.0004$. The results, in atomic units, are:
\begin{center}
\begin{tabular}{lccccc}
basis & $T_y$ & $T_z$ & midpoint & $5\,a_0$ on $y$ & $5\,a_0$ on $z$\\
$s$ & 0.0000 & 0.7115 & $-0.5016$ & $-2.3050$ & $-6.7516$\\
$sp$ & 0.9785 & 1.0037 & $-0.4016$ & $-0.3788$ & $-0.5363$\\
$spd$ & 0.9987 & 1.0000 & $-0.4007$ & $-0.4004$ & $-0.4085$
\end{tabular}
\end{center}
These values of $\xi$ come from energies in small finite fields, and they were tested against both the perturbation sums and equation (\ref{parabola}).

In the $sp$ basis $T_z$ exceeds 1, so the paramagnetic shift overcompensates and $\xi$ becomes less negative. With an approximate ground state, 1 is not an upper bound. Notice also that a 2\% deficit in $T_y$ changes $\xi$ by $-0.135$, about a third of its midpoint magnitude. The error multiplies the square of the displacement, so doubling the distance would quadruple it. In an extended molecule no single origin is close to every atom.

\section*{Changing the functions with the origin}

\textbf{Q.} Can one remove the dependence without completing the basis?

\textbf{A.} Yes, by asking what an origin shift does to a wavefunction. For one electron let
\begin{equation}
U=\exp\left[\tfrac i2(\mathbf B\times\mathbf D)\cdot\mathbf r\right].
\end{equation}
Differentiating the phase gives $U\mathbf pU^\dagger=\mathbf p-\frac12\mathbf B\times\mathbf D$. Since $\mathbf A_{O+D}=\mathbf A_O-\frac12\mathbf B\times\mathbf D$ and $V$ commutes with $U$,
\begin{equation}
H_{O+D}=UH_OU^\dagger .
\end{equation}
Exact eigenfunctions acquire the factor $U$, and the energies stay put. A fixed basis function $\chi$ acquires nothing. Its matrix elements with $H_{O+D}$ are those of $U^\dagger\chi$ with $H_O$, so moving the origin amounts to changing the basis. To first order,
\begin{equation}
U^\dagger\chi=\chi-\tfrac i2B\,\mathbf g\cdot\mathbf r\,\chi+\dots,
\end{equation}
which contains the very function $\mathbf g\cdot\mathbf r\,\chi$ whose absence spoiled completeness.

London orbitals carry the phase themselves. For a function $\chi_K$ on a nucleus at $\mathbf K$,
\begin{equation}
\omega_K(\mathbf r;\mathbf O)=e^{-i\mathbf A_O(\mathbf K)\cdot\mathbf r}\chi_K(\mathbf r).
\end{equation}
An origin shift changes $\mathbf A_O(\mathbf K)$ by $-\frac12\mathbf B\times\mathbf D$, whatever $\mathbf K$ is. Every orbital therefore becomes $U\omega_K$, with the same $U$, and
\begin{equation}
\langle U\omega_K|UH_OU^\dagger|U\omega_L\rangle=\langle\omega_K|H_O|\omega_L\rangle,\qquad
\langle U\omega_K|U\omega_L\rangle=\langle\omega_K|\omega_L\rangle .
\end{equation}
Both matrices are unchanged element by element, for any basis size and any uniform field strength. The dependence is gone exactly, not merely at order $B^2$.

\textbf{Q.} Does this survive electron repulsion, and when would it fail?

\textbf{A.} The repulsion integrals contain products $\omega_K^*\omega_L$, in which $U^*U=1$, so they are unchanged too. Hartree--Fock and full configuration interaction receive identical integrals and give identical energies. The proof needs $V$ to commute with $U$. A nonlocal potential, such as some core potentials, must first be given its own field-dependent phases.

\textbf{Q.} Have the London orbitals repaired the sum rule?

\textbf{A.} No. At zero field they are the old functions, so $T_y$ is still zero in the $s$ basis. The energy derivative now includes the field dependence of the basis, and origin independence no longer relies on the sum rule. The London values are $-0.4360$, $-0.4013$ and $-0.4006$ for $s$, $sp$ and $spd$, each the same at all three origins to the digits shown.

In a field of $0.1$ atomic units, moving the origin to $(3,5,-4)\,a_0$ changes the London matrices of the $sp$ basis by at most $1.5\times10^{-14}$, which is rounding. The ordinary energy changes by $9.8\times10^{-4}$ hartree. The quadratic formula accounts for
\begin{equation}
\tfrac18(0.1)^2\left[16(0.02154)-25(0.00366)\right]=3.2\times10^{-4}
\end{equation}
hartree; the rest is of higher order in the field.

\section*{Invariance and accuracy}

\textbf{Q.} Then is an origin-independent number a reliable one?

\textbf{A.} Not by that fact alone. Suppose every phase refers to one fixed point $\mathbf C$ instead of its own nucleus. The proof of invariance still holds, but the common phase is just the $U$ that carries an ordinary calculation from origin $\mathbf C$ to $\mathbf O$. With $\mathbf C$ at $5\,a_0$ on the $z$ axis, the $s$ basis returns $-6.7516$ from either origin tried: invariant and badly wrong.

\textbf{Q.} What singles out the nucleus?

\textbf{A.} Consider an isolated atom in an $s$ state $\chi_K$. With the origin at $\mathbf K$, $\mathbf L_K\chi_K=0$, so the field causes no first-order change. Transforming to origin $\mathbf O$ turns $\chi_K$ into $\omega_K$, which is therefore correct to first order in $B$.

H$_2^+$ stretched to $20\,a_0$ shows the consequence. Its magnetizability should approach that of one hydrogen atom, $-\frac14\langle y^2+z^2\rangle=-\frac14\times2=-0.5$. In the $s$ basis with the origin at the midpoint, ordinary functions have no paramagnetic response, and each proton's distance of $10\,a_0$ adds $-\frac14\times10^2=-25$. The calculated value is $-25.4985$. London orbitals give $-0.4985$; this is the ordinary value less its $-25$. At this distance the functions on the two protons hardly overlap, so the density around each proton is spherical, and the purely diamagnetic ordinary value gives its $\langle y^2+z^2\rangle$ as $4\times0.4985=1.994$ instead of $2$. The remaining $0.0015$ from the free-atom value is therefore an error of the density in this basis. At $20\,a_0$ the other proton still polarizes the atom slightly, and a near-complete basis gives $-0.5003$ rather than $-0.5$, so the full basis error at this distance is $0.0018$.

\textbf{Q.} And at the original bond length, which number would you report?

\textbf{A.} The $spd$ London value, for a field perpendicular to the bond. It is $-0.4006$ atomic units in this basis, but it still moved by $0.0007$ from $sp$ to $spd$, and a much larger basis with functions up to $g$ shifts it by a further $0.0002$, to $-0.4004$, so I would quote $-0.40$ atomic units, or $-3.2\times10^{-29}\ \mathrm{J\,T^{-2}}$. Relative to it, the $s$-only London value is still about 9\% too negative, while the ordinary $s$ value at the midpoint is 25\% too negative. The first discrepancy is basis error without any origin error, and it has to be reduced by enlarging the basis. The number also leaves out nuclear motion, spin and relativity. The remaining figures are in the numerical output below.

\section*{Table of computed values}
\begin{verbatim}
bond length 2.0 a0; origin shift 5.0 a0
s and p exponents (a0^-2): 0.1 0.3 0.9 2.7 8.1 24.3
d exponents (a0^-2): 0.3 0.9 2.7
field step 0.004 a.u.
xi = magnetizability in a.u. (e^2 a0^2/m_e)
[s] functions: 12
[s] total energy: -0.59050 hartree
[s] velocity sums T_y, T_z: 0.00000, 0.71147
[s] mixed sums M_y, M_z: 0.00000, 0.91078
[s] midpoint xi_dia, xi_para: -0.5016, 0.0000
[s] shift y: change of xi_dia, xi_para: -6.2500, 4.4467
[s] shift z: change of xi_dia, xi_para: -6.2500, 0.0000
[s] ordinary xi, midpoint/y/z: -0.5016, -2.3050, -6.7516
[s] London xi, midpoint/y/z: -0.4360, -0.4360, -0.4360
[sp] functions: 48
[sp] total energy: -0.60212 hartree
[sp] velocity sums T_y, T_z: 0.97846, 1.00366
[sp] mixed sums M_y, M_z: 0.99115, 0.99967
[sp] midpoint xi_dia, xi_para: -0.4388, 0.0371
[sp] shift y: change of xi_dia, xi_para: -6.2500, 6.2728
[sp] shift z: change of xi_dia, xi_para: -6.2500, 6.1154
[sp] ordinary xi, midpoint/y/z: -0.4016, -0.3788, -0.5363
[sp] London xi, midpoint/y/z: -0.4013, -0.4013, -0.4013
[spd] functions: 84
[spd] total energy: -0.60239 hartree
[spd] velocity sums T_y, T_z: 0.99874, 1.00004
[spd] mixed sums M_y, M_z: 0.99987, 0.99999
[spd] midpoint xi_dia, xi_para: -0.4384, 0.0377
[spd] shift y: change of xi_dia, xi_para: -6.2500, 6.2503
[spd] shift z: change of xi_dia, xi_para: -6.2500, 6.2422
[spd] ordinary xi, midpoint/y/z: -0.4007, -0.4004, -0.4085
[spd] London xi, midpoint/y/z: -0.4006, -0.4006, -0.4006
[spd] linear sum rule, basis and exact: 2.4969, 2.5000 a.u.
strong field 0.1 a.u., origin (3,5,-4) a0, sp basis:
  largest London matrix change: 1.5e-14 a.u.
  ordinary energy change: 0.000982 hartree
[s] all phases at (0,0,5) a0, xi for midpoint/y origin: -6.7516, -6.7516
stretched bond: 20.0 a0, s basis, midpoint origin
  ordinary xi: -25.4985 a.u.
  London xi: -0.4985 a.u.
  isolated-atom xi: -0.5000 a.u.
1 a.u. of magnetizability: 7.89104e-29 J T^-2
[spd] London xi: -3.161e-29 J T^-2
[s] ordinary xi, shift z: -5.328e-28 J T^-2
London integral quadrature error: 7.2e-08 a.u.
\end{verbatim}
